# Polarizability of a weakly bound s-wave anion, applied to H⁻: test program

```python
"""Polarizability of a weakly bound s-wave anion.

Result under test (atomic units): alpha = B^2/(4 kappa^4) = B^2/(16 A^2),
with A the electron affinity, kappa = sqrt(2 A), and B the tail amplitude in
psi -> B sqrt(kappa/(2 pi)) exp(-kappa r)/r.  B = 1 is the zero-range model.
Checks: momentum-space quadrature, a finite square well, and a correlated
two-electron calculation of H- (fixed nucleus, nonrelativistic).
In the correlated part r1, r2 are electron-nucleus distances, r12 is the
electron-electron distance; a, b, c are their exponents.
"""
from math import comb, factorial
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, solve_banded
from scipy.optimize import brentq
from scipy.special import gammainc, spherical_jn

# ---------- zero-range model ----------
r_s, k_s = sp.symbols("r kappa", positive=True)
bound = sp.exp(-k_s * r_s)
response = r_s**2 * bound / (2 * k_s)
residual = (-sp.diff(response, r_s, 2) / 2 + response / r_s**2
            + k_s**2 * response / 2 - r_s * bound)
assert sp.simplify(residual) == 0


def zero_range_by_momentum(kappa):
    """Second-order sum over free states, with z acting as i d/dk_z."""
    def integrand(x):  # x = k / kappa
        k = kappa * x
        gradient_sq = kappa / np.pi**2 * 4 * k**2 / 3 / (k**2 + kappa**2)**4
        return kappa * 4 * np.pi * k**2 * 2 * gradient_sq / (
            (k**2 + kappa**2) / 2)
    return quad(integrand, 0, np.inf, epsabs=0, epsrel=1e-10)[0]


for trial in (0.1, 0.2355, 0.7):
    assert abs(zero_range_by_momentum(trial) * 4 * trial**4 - 1) < 1e-7


# ---------- finite square well of radius 1 bohr ----------
def well_polarizability(kappa, l):
    """Orientation-averaged alpha and B^2 (s state only), finite differences."""
    h = 1 / 50.5  # the edge of the well lies midway between grid points
    r = h * np.arange(1, int(22 / kappa / h) + 1)
    inside = r < 1
    if l == 0:
        q = brentq(lambda x: x * np.cos(x) + kappa * np.sin(x),
                   np.pi / 2, np.pi)
        u = np.where(inside, np.sin(q * r) / np.sin(q),
                     np.exp(-kappa * (r - 1)))
        channels = [(1, 1.0)]
    else:
        q = brentq(lambda x: np.sin(x) + kappa**2 / (1 + kappa)
                   * spherical_jn(1, x), np.pi, 4.0)
        outer = (1 + 1 / (kappa * r)) / (1 + 1 / kappa)
        u = np.where(inside, r * spherical_jn(1, q * r) / spherical_jn(1, q),
                     outer * np.exp(-kappa * (r - 1)))
        channels = [(0, 1 / 3), (2, 2 / 3)]
    depth = (q**2 + kappa**2) / 2
    norm = h * np.sum(u**2)
    alpha = 0.0
    for lp, weight in channels:
        band = np.full((3, r.size), -0.5 / h**2)
        band[1] = (1 / h**2 + lp * (lp + 1) / (2 * r**2)
                   - depth * inside + kappa**2 / 2)
        w = solve_banded((1, 1), band, r * u)
        alpha += 2 / 3 * weight * h * np.sum(u * r * w) / norm
    tail_sq = np.exp(2 * kappa) / (2 * kappa * norm) if l == 0 else None
    return alpha, tail_sq


well_kappas = (0.04, 0.02, 0.01)
s_well = [well_polarizability(k, 0) for k in well_kappas]
p_well = [well_polarizability(k, 1)[0] for k in well_kappas]
s_ratio = [al * 4 * k**4 / b2 for k, (al, b2) in zip(well_kappas, s_well)]
s_power = np.log(s_well[2][0] / s_well[1][0]) / np.log(0.25)
p_power = np.log(p_well[2] / p_well[1]) / np.log(0.25)
assert all(abs(x - 1) < 2e-3 for x in s_ratio)
assert abs(s_well[2][1] - 1) < 0.02
assert abs(s_power + 2) < 0.02
assert abs(p_power + 1.5) < 0.1


# ---------- correlated two-electron calculation ----------
def times(p, q):
    """Product of polynomials {(power r1, power r2, power r12): coefficient}."""
    out = {}
    for i, x in p.items():
        for j, y in q.items():
            key = tuple(m + n for m, n in zip(i, j))
            out[key] = out.get(key, 0) + x * y
    return out


def plus(*polys):
    out = {}
    for p in polys:
        for key, x in p.items():
            out[key] = out.get(key, 0) + x
    return out


def integrate(poly, al, be, ga):
    """Integral of poly*exp(-al r1-be r2-ga r12) r1 r2 r12 dr1 dr2 dr12."""
    tx, ty, tz = [[factorial(k) / s**(k + 1) for k in range(14)]
                  for s in (al + be, be + ga, ga + al)]
    total = np.zeros_like(al)
    for powers, coef in poly.items():
        l, m, n = (p + 1 for p in powers)
        part = np.zeros_like(al)
        for i in range(l + 1):
            for j in range(m + 1):
                for k in range(n + 1):
                    part += (2 * comb(l, i) * comb(m, j) * comb(n, k)
                             * tx[i + j] * ty[m - j + k] * tz[l - i + n - k])
        total += coef * part
    return total


def local_energy(a, b, c):
    """H acting on exp(-a r1-b r2-c r12), divided by that function; Z = 1."""
    return {(0, 0, 0): -(a**2 + b**2 + 2 * c**2) / 2,
            (-1, 0, 0): a - 1, (0, -1, 0): b - 1, (0, 0, -1): 2 * c + 1,
            (1, 0, -1): -a * c / 2, (-1, 0, 1): -a * c / 2,
            (-1, 2, -1): a * c / 2, (0, 1, -1): -b * c / 2,
            (0, -1, 1): -b * c / 2, (2, -1, -1): b * c / 2}


ONE = {(0, 0, 0): 1.0}
Z1Z1 = {(2, 0, 0): 1 / 3}  # orientation averages of z1*z1 and z1*z2
Z1Z2 = {(2, 0, 0): 1 / 6, (0, 2, 0): 1 / 6, (0, 0, 2): -1 / 6}


def pair_exponents(bra, ket, swap):
    a, b, c = ket.T
    if swap:
        a, b = b, a
    sums = [x[:, None] + y[None, :] for x, y in zip(bra.T, (a, b, c))]
    return a, b, c, sums


def overlap_and_energy(basis, odd):
    """Matrices for symmetrized f (S states) or z1*f (odd P states)."""
    overlap = energy = 0
    for swap in (False, True):
        a, b, c, sums = pair_exponents(basis, basis, swap)
        weight = (Z1Z2 if swap else Z1Z1) if odd else ONE
        h_poly = times(weight, local_energy(a, b, c))
        if odd:  # cross term of the Laplacian with the factor z1 or z2
            own = {(0, -1, 0): b} if swap else {(-1, 0, 0): a}
            other = Z1Z1 if swap else Z1Z2
            h_poly = plus(h_poly, times(weight, plus(own, {(0, 0, -1): c})),
                          times(other, {(0, 0, -1): -c}))
        overlap = overlap + 2 * integrate(weight, *sums)
        energy = energy + 2 * integrate(h_poly, *sums)
    scale = 1 / np.sqrt(np.diag(overlap))
    asymmetry = np.max(np.abs((energy - energy.T) * np.outer(scale, scale)))
    assert asymmetry < 1e-9  # the Hamiltonian must come out Hermitian
    return overlap, (energy + energy.T) / 2


def dipole_matrix(p_basis, s_basis):
    total = 0
    for swap in (False, True):
        sums = pair_exponents(p_basis, s_basis, swap)[3]
        total = total + 2 * integrate(plus(Z1Z1, Z1Z2), *sums)
    return total


def spectrum(overlap, energy):
    scale = 1 / np.sqrt(np.diag(overlap))
    values, vectors = eigh(overlap * np.outer(scale, scale))
    keep = values > 1e-11  # drop numerically dependent combinations
    ortho = scale[:, None] * vectors[:, keep] / np.sqrt(values[keep])
    levels, states = eigh(ortho.T @ energy @ ortho)
    return levels, ortho @ states


def exponents(count, a_range, b_range, c_range):
    """Evenly spread exponents; a and b on logarithmic scales."""
    n = np.arange(1, count + 1)
    t = [(n * np.sqrt(p)) % 1 for p in (2, 3, 5)]
    a = a_range[0] * (a_range[1] / a_range[0])**t[0]
    b = b_range[0] * (b_range[1] / b_range[0])**t[1]
    return np.column_stack([a, b, c_range[0] + np.ptp(c_range) * t[2]])


s_basis = np.vstack([
    exponents(90, (0.8, 1.4), (0.24, 0.9), (-0.05, 0.4)),
    exponents(90, (0.7, 2.5), (0.3, 1.6), (0.0, 0.9))])
p_basis = np.vstack([
    exponents(90, (0.18, 0.9), (0.8, 1.4), (-0.05, 0.4)),
    exponents(90, (0.5, 2.0), (0.25, 1.5), (0.0, 0.8))])
s_overlap, s_energy = overlap_and_energy(s_basis, False)
p_overlap, p_energy = overlap_and_energy(p_basis, True)
dipole = dipole_matrix(p_basis, s_basis)


def ion(step):
    """Ground energy, state and polarizability with every step-th function."""
    pick = slice(None, None, step)
    levels, states = spectrum(s_overlap[pick, pick], s_energy[pick, pick])
    p_levels, p_states = spectrum(p_overlap[pick, pick], p_energy[pick, pick])
    moments = p_states.T @ dipole[pick, pick] @ states[:, 0]
    assert p_levels[0] > levels[0]
    return (levels[0], states[:, 0],
            2 * np.sum(moments**2 / (p_levels - levels[0])))


e_half, _, alpha_half = ion(2)
e_ion, ground, alpha_ion = ion(1)
assert abs(e_ion - e_half) < 1e-4
assert abs(alpha_ion - alpha_half) < 2.0
assert abs(alpha_ion - 206) < 1.0

affinity = -0.5 - e_ion  # the neutral atom has energy -1/2 hartree
assert affinity > 0
kappa = np.sqrt(2 * affinity)


def overlap_orbital(r2):
    """sqrt(2) times the projection of the ion on the hydrogen 1s orbital."""
    x, wx = np.polynomial.legendre.leggauss(50)
    y, wy = np.polynomial.legendre.leggauss(20)
    total = 0.0
    for low, high in ((0.0, r2), (r2, r2 + 25.0)):
        r1 = (low + high) / 2 + (high - low) / 2 * x
        w1 = (high - low) / 2 * wx
        half = np.minimum(r1, r2)
        r12 = np.maximum(r1, r2)[:, None] + half[:, None] * y
        w12 = half[:, None] * wy
        psi = np.zeros_like(r12)
        for coef, (a, b, c) in zip(ground, s_basis):
            radial = np.exp(-a * r1 - b * r2) + np.exp(-b * r1 - a * r2)
            psi += coef * radial[:, None] * np.exp(-c * r12)
        psi /= np.sqrt(8 * np.pi**2)
        hydrogen = np.exp(-r1) / np.sqrt(np.pi)
        total += np.sum((w1 * r1 * hydrogen)[:, None] * w12 * r12 * psi)
    return abs(np.sqrt(2) * 2 * np.pi / r2 * total)


radii = (1.0, 3.0, 6.0, 8.0, 10.0, 12.0)
amplitude = {r: overlap_orbital(r) * r * np.exp(kappa * r)
             / np.sqrt(kappa / (2 * np.pi)) for r in radii}
assert abs(amplitude[8.0] / amplitude[10.0] - 1) < 0.03
tail_b = amplitude[10.0]

alpha_bare = 1 / (4 * kappa**4)
alpha_corrected = tail_b**2 * alpha_bare
assert alpha_bare < 0.5 * alpha_ion
assert abs(alpha_corrected / alpha_ion - 1) < 0.08

# inner share of the radial integral: closed form against quadrature
inner_share = gammainc(4, 2 * kappa * 3)
inner_quad = quad(lambda r: r**3 * np.exp(-2 * kappa * r), 0, 3)[0]
whole_quad = quad(lambda r: r**3 * np.exp(-2 * kappa * r), 0, np.inf)[0]
assert abs(inner_share - inner_quad / whole_quad) < 1e-8

# dimensional formula e^2 hbar^2/(16 m A^2), e^2 meaning e^2/(4 pi eps0) in SI
hartree = const.value("Hartree energy")
bohr = const.value("Bohr radius")
e_sq = const.e**2 / (4 * np.pi * const.epsilon_0)
alpha_si = e_sq * const.hbar**2 / (16 * const.m_e * (affinity * hartree)**2)
assert abs(alpha_si / (alpha_bare * bohr**3) - 1) < 1e-6
to_ang3 = (bohr * 1e10)**3

print("Square well, radius 1 bohr, s electron")
for k, (al, b2), ratio in zip(well_kappas, s_well, s_ratio):
    print(f"kappa = {k:.2f} 1/bohr: alpha = {al:.5e} a.u., B^2 = {b2:.4f}")
    print(f"  alpha / [B^2/(4 kappa^4)] = {ratio:.5f}")
print(f"power of A, s electron, kappa 0.02 to 0.01: {s_power:.3f}")
print(f"power of A, p electron, kappa 0.02 to 0.01: {p_power:.3f}")
print("H-, correlated calculation")
print(f"functions in S and P bases: {len(s_basis)} and {len(p_basis)}")
print(f"ion energy, half basis: {e_half:.6f} hartree")
print(f"ion energy, full basis: {e_ion:.6f} hartree")
print(f"electron affinity A: {affinity:.6f} hartree")
print(f"electron affinity A: {affinity * hartree / const.e:.4f} eV")
print(f"kappa: {kappa:.5f} 1/bohr")
print(f"decay length 1/kappa: {1 / kappa:.3f} bohr")
for r in radii:
    print(f"overlap orbital / (B=1 tail) at r = {r:.0f} bohr: "
          f"{amplitude[r]:.4f}")
print(f"B taken at 10 bohr: {tail_b:.4f}")
print(f"B^2: {tail_b**2:.3f}")
print(f"zero-range alpha, B = 1: {alpha_bare:.2f} a.u.")
print(f"corrected zero-range alpha: {alpha_corrected:.1f} a.u.")
print(f"corrected zero-range alpha: {alpha_corrected * to_ang3:.1f} angstrom^3")
print(f"full alpha, half basis: {alpha_half:.2f} a.u.")
print(f"full alpha, full basis: {alpha_ion:.2f} a.u.")
print(f"full alpha, full basis: {alpha_ion * to_ang3:.1f} angstrom^3")
print(f"B = 1 estimate relative to 206: {100 * (alpha_bare / 206 - 1):.1f} %")
print(f"corrected estimate relative to 206: "
      f"{100 * (alpha_corrected / 206 - 1):.1f} %")
print(f"share of tail integral from r < 3 bohr: {100 * inner_share:.1f} %")
print("every check passed")
```

Running it gives:

```
Square well, radius 1 bohr, s electron
kappa = 0.04 1/bohr: alpha = 1.01660e+05 a.u., B^2 = 1.0410
  alpha / [B^2/(4 kappa^4)] = 1.00003
kappa = 0.02 1/bohr: alpha = 1.59413e+06 a.u., B^2 = 1.0202
  alpha / [B^2/(4 kappa^4)] = 1.00000
kappa = 0.01 1/bohr: alpha = 2.52515e+07 a.u., B^2 = 1.0101
  alpha / [B^2/(4 kappa^4)] = 1.00000
power of A, s electron, kappa 0.02 to 0.01: -1.993
power of A, p electron, kappa 0.02 to 0.01: -1.498
H-, correlated calculation
functions in S and P bases: 180 and 180
ion energy, half basis: -0.527751 hartree
ion energy, full basis: -0.527751 hartree
electron affinity A: 0.027751 hartree
electron affinity A: 0.7551 eV
kappa: 0.23559 1/bohr
decay length 1/kappa: 4.245 bohr
overlap orbital / (B=1 tail) at r = 1 bohr: 1.1721
overlap orbital / (B=1 tail) at r = 3 bohr: 1.5501
overlap orbital / (B=1 tail) at r = 6 bohr: 1.6150
overlap orbital / (B=1 tail) at r = 8 bohr: 1.6234
overlap orbital / (B=1 tail) at r = 10 bohr: 1.6268
overlap orbital / (B=1 tail) at r = 12 bohr: 1.6282
B taken at 10 bohr: 1.6268
B^2: 2.646
zero-range alpha, B = 1: 81.16 a.u.
corrected zero-range alpha: 214.8 a.u.
corrected zero-range alpha: 31.8 angstrom^3
full alpha, half basis: 206.10 a.u.
full alpha, full basis: 206.15 a.u.
full alpha, full basis: 30.5 angstrom^3
B = 1 estimate relative to 206: -60.6 %
corrected estimate relative to 206: 4.3 %
share of tail integral from r < 3 bohr: 5.5 %
every check passed
```
